# Central curvature of a wafer with a film on its central disc

## 1. A reading that is too low

A silicon wafer of radius 50 mm and thickness 525 µm carries a nitride film 100 nm thick, under a tension of 1000 MPa. The film has been removed everywhere except on the central disc of radius 25 mm. The calculated curvature at the centre is 6.85 km⁻¹. Stoney's formula, applied to this curvature, returns a film stress of 723 MPa.

The film has not relaxed by 28 %. Near the centre the wafer carries the same film, under the same stress, as a fully covered wafer would, and that wafer would have a curvature of 9.47 km⁻¹. The bare ring, 25 mm away from the centre, is responsible for the difference. The task is to find the factor 0.723 and its dependence on the film radius.

## 2. Model and conventions

The substrate is a flat, stress-free, uniform circular plate of radius $a$, thickness $h$, Young's modulus $E$ and Poisson ratio $\nu$. It is elastically isotropic in its plane, and its rim is free. Gravity is left out until section 8. The film covers the concentric disc $r<c$ of the top face. Its thickness is $h_f$, and its stress is $\sigma_f$, equal in all in-plane directions, when the substrate is flat and unstrained. What matters is the force per length

$$f=\sigma_f h_f .$$

The coordinate $z$ points up from the midplane of the substrate, so the film sits at $z=h/2$. The upward deflection is $w(r)$ and the slope is $\phi=w'$, where a prime means $d/dr$. The radial curvature is $\phi'$ and the hoop curvature is $\phi/r$. A film in tension has $f>0$ and will be found to give positive curvature: the rim rises on the film side.

Three conditions are used:

- The film is thin, $h_f\ll h$, and its stiffness per area is small compared with that of the substrate.
- The plate is thin, $h\ll c$, and the bare ring is wide compared with $h$ unless $c=a$.
- Slopes and strains are small, the deflection is small compared with $h$, and the in-plane forces are too weak to alter the bending. The plate equations are then linear.

For a fully covered wafer, $c=a$, Stoney's curvature is

$$\kappa_{\rm St}=\frac{6f(1-\nu)}{Eh^2}. \tag{1}$$

It will come out of the derivation below. The result to be shown is

$$\boxed{\;\kappa_0=\kappa_{\rm St}\,F,\qquad F=\frac12\left[(1+\nu)+(1-\nu)\frac{c^2}{a^2}\right]\;} \tag{2}$$

No constants of nature occur, so the formulas hold in any consistent set of units, atomic units included.

## 3. The energy, and what the film does to the plate

In a thin plate, lines normal to the midplane stay straight and normal. If the midplane moves radially by $u(r)$, the strains at height $z$ are

$$e_r=u'-z\phi',\qquad e_t=\frac{u}{r}-z\frac{\phi}{r}. \tag{3}$$

The minus signs say that positive curvature compresses the top face.

**Substrate.** With no stress normal to the plate, the elastic energy per volume is

$$\frac{E}{2(1-\nu^2)}\left(e_r^2+e_t^2+2\nu e_re_t\right).$$

Insert (3) and integrate over $-h/2<z<h/2$. Products of $u$ and $\phi$ are odd in $z$ and vanish. The terms in $\phi$ carry $\int z^2dz=h^3/12$, so the bending energy per area is

$$\frac D2\left(\phi'^2+\frac{\phi^2}{r^2}+\frac{2\nu\phi\phi'}{r}\right),\qquad D=\frac{Eh^3}{12(1-\nu^2)}.$$

**Film.** When the top face is strained, the energy of the film per area changes by $f(e_r+e_t)$ plus terms quadratic in the strain. The quadratic terms are smaller than those of the substrate by the ratio of the two stiffnesses, of order $E_fh_f/(Eh)$ with $E_f$ the modulus of the film, and are dropped. This is the statement that the film stress hardly changes when the wafer bends. At $z=h/2$ the part that contains the slope is

$$-\frac{fh}{2}\left(\phi'+\frac{\phi}{r}\right)=-\frac{fh}{2}\,\frac{(r\phi)'}{r}.$$

The part that contains $u$ shrinks the midplane and does not mix with bending. It can be set aside.

With the area element $2\pi r\,dr$, the energy that governs the slope is

$$U=\pi D\int_0^a\left(r\phi'^2+\frac{\phi^2}{r}+2\nu\phi\phi'\right)dr-\pi fh\int_0^c(r\phi)'\,dr. \tag{4}$$

The last integral is $c\,\phi(c)$, because $r\phi$ vanishes at the centre. The whole film therefore enters through the slope at its edge:

$$U_{\rm film}=-\pi fh\,c\,\phi(c)=-(2\pi c)\,\frac{fh}{2}\,\phi(c).$$

This is the work term of a moment $fh/2$ per length, applied along the circle $r=c$. It is the edge force $f$ times its lever arm $h/2$. A uniform film bends the plate as if it pulled at its edge alone.

## 4. Equations for the slope

Vary $\phi$ by $\delta\phi$. No transverse load acts, so $w$ does not appear by itself and $\phi$ may be varied freely, apart from $\phi(0)=0$, which symmetry requires. From (4),

$$\delta U=2\pi D\int_0^a\left[(r\phi'+\nu\phi)\,\delta\phi'+\left(\frac{\phi}{r}+\nu\phi'\right)\delta\phi\right]dr-\pi fh\,c\,\delta\phi(c).$$

Integrate the first term by parts, separately on $0<r<c$ and $c<r<a$, since $\phi'$ may jump at $c$. The factor of $\delta\phi$ left under the integral is

$$-(r\phi')'-\nu\phi'+\frac{\phi}{r}+\nu\phi'=-\left(r\phi''+\phi'-\frac{\phi}{r}\right)=-r\left[\frac{(r\phi)'}{r}\right]'.$$

It must vanish away from $r=c$:

$$\left[\frac{(r\phi)'}{r}\right]'=0. \tag{5}$$

The sum of the two curvatures, $\phi'+\phi/r$, is thus constant in each region.

The terms at the ends of the intervals give the other conditions. At $r=c$ the slope is continuous, since a kink would cost infinite bending energy. The terms $\nu\phi$ from the two sides cancel, leaving

$$2\pi D\,c\left[\phi'(c^-)-\phi'(c^+)\right]=\pi fh\,c
\;\Rightarrow\;
D\left[\phi'(c^-)-\phi'(c^+)\right]=\frac{fh}{2}. \tag{6}$$

At the free rim, for $c<a$,

$$\phi'(a)+\nu\frac{\phi(a)}{a}=0. \tag{7}$$

**Full coverage.** If $c=a$, the film moment acts on the rim itself, and (6) and (7) are replaced by $D[\phi'(a)+\nu\phi(a)/a]=fh/2$. The solution of (5) that is regular at the centre is $\phi=\kappa r$, so $D(1+\nu)\kappa=fh/2$. With the definition of $D$,

$$\kappa=\frac{fh}{2}\,\frac{12(1-\nu^2)}{Eh^3(1+\nu)}=\frac{6f(1-\nu)}{Eh^2}=\kappa_{\rm St}.$$

This is (1). It also gives the relation needed next:

$$\frac{fh}{2D}=(1+\nu)\kappa_{\rm St}. \tag{8}$$

## 5. Solution for partial coverage

Integrating (5) twice gives $r\phi=Ar^2+B$. At the centre $B$ must vanish, so

$$\phi=\kappa_0r\quad(r<c),\qquad \phi=Ar+\frac Br\quad(c<r<a).$$

The covered disc is bent to a uniform curvature $\kappa_0$, equal in both directions. Three conditions fix the three constants.

*Continuity at $c$.* Dividing $\kappa_0c=Ac+B/c$ by $c$ gives

$$\kappa_0=A+\frac{B}{c^2}.$$

*Jump at $c$.* The curvatures on the two sides are $\kappa_0$ and $A-B/c^2$. Their difference is $2B/c^2$. By (6) and (8) it equals $(1+\nu)\kappa_{\rm St}$, hence

$$B=\frac{1+\nu}{2}\,\kappa_{\rm St}c^2.$$

*Free rim.* Condition (7) reads $A-B/a^2+\nu A+\nu B/a^2=0$, or $(1+\nu)A=(1-\nu)B/a^2$, hence

$$A=\frac{1-\nu}{2}\,\kappa_{\rm St}\frac{c^2}{a^2}.$$

Inserting $A$ and $B$ in the first condition gives

$$\kappa_0=\frac{1-\nu}{2}\kappa_{\rm St}\frac{c^2}{a^2}+\frac{1+\nu}{2}\kappa_{\rm St},$$

which is (2). For $-1<\nu<1$ the bending energy is positive for any nonzero slope, so this stationary solution is the minimum, and it is unique.

## 6. Why the ring matters, and two limits

The two terms of (2) have different origins. The term with $1+\nu$ does not depend on the size of the film or of the wafer. The term with $1-\nu$ is proportional to the covered fraction of the area, $c^2/a^2$, and comes from the free rim.

**Small film.** Let $c\ll a$, still with $c\gg h$. Then $F\to(1+\nu)/2$, which is 0.631 for the wafer of the example. The factor does not go to zero, and a direct balance of moments shows why. In a very wide ring the slope is $\phi=\kappa_0c^2/r$. The radial moment in the plate just outside the film is then

$$D\left(\phi'+\nu\frac{\phi}{r}\right)_{c^+}=-D(1-\nu)\kappa_0 .$$

Just inside it is $D(1+\nu)\kappa_0$. The difference must be the film moment, so $2D\kappa_0=fh/2$. A disc cut free of its ring would obey $D(1+\nu)\kappa=fh/2$. The ring thus raises the rotational stiffness from $D(1+\nu)$ to $2D$, and the curvature falls by the ratio $(1+\nu)/2$. The ring resists because turning its inner edge must bend it, but its resistance is finite.

**Narrow bare ring.** Let $c=a-\delta$ with $h\ll\delta\ll a$. Then $c^2/a^2\approx1-2\delta/a$, and

$$F\approx1-(1-\nu)\frac{\delta}{a}.$$

A narrow uncoated border lowers the central curvature in proportion to its width.

**Film with a central hole.** Let the film cover $b<r<a$ instead. The model is linear, so this is a full film plus a film of force $-f$ on $r<b$. The central curvature is

$$\kappa_{\rm hole}=\kappa_{\rm St}\left[1-F(b)\right]=\frac{1-\nu}{2}\,\kappa_{\rm St}\left(1-\frac{b^2}{a^2}\right).$$

For $b/a=0.5$ this is $1-0.723=0.277$ of Stoney's value, at a place that carries no film. Curvature at a point is therefore not a measure of the film force at that point when the force varies over the wafer.

## 7. The shape outside the film

Between the film edge and the rim the radial curvature is

$$\phi'=A-\frac{B}{r^2}=\frac{\kappa_{\rm St}c^2}{2}\left[\frac{1-\nu}{a^2}-\frac{1+\nu}{r^2}\right].$$

For $\nu>0$ it is negative in the whole ring, since $r\le a$. The slope stays positive: the ring keeps rising towards the rim, but ever less steeply.

The slope at the rim is

$$\phi(a)=Aa+\frac Ba=\frac{\kappa_{\rm St}c^2}{2a}\left[(1-\nu)+(1+\nu)\right]=\kappa_{\rm St}\frac{c^2}{a}. \tag{9}$$

The height from centre to rim, the bow, is the integral of the slope:

$$w(a)-w(0)=\frac{\kappa_0c^2}{2}+\frac{A(a^2-c^2)}{2}+B\ln\frac ac .$$

Since $\kappa_0c^2=Ac^2+B$, the terms in $Ac^2$ cancel. The remainder is $(Aa^2+B)/2+B\ln(a/c)$, and $Aa^2+B=\kappa_{\rm St}c^2$ by (9). Hence

$$w(a)-w(0)=\frac{\kappa_{\rm St}c^2}{2}\left[1+(1+\nu)\ln\frac ac\right]. \tag{10}$$

**A numerical test.** The formulas were compared with a finite-element minimum of the energy of two elastic layers, in which the film was a real layer and neither the ring moment nor conditions (6) and (7) were put in by hand. The cases were $c/a=0.2,\,0.5,\,0.8,\,1$ with $\nu=0.1,\,0.262,\,0.4,\,0.3$, for a film of thickness $10^{-6}h$ at fixed $f$. The largest relative error among central curvature, rim slope, bow and slope profile (the last relative to the largest slope) was $4.5\times10^{-6}$. A separate two-dimensional variational solution for $c/a=0.5$ and $\nu=0.262$ gave $F=0.7231$, in agreement with (2).

## 8. The example in numbers

The wafer is cut along (111), because the in-plane elasticity of a cubic crystal is isotropic for that cut. The elastic constants are set to $C_{11},C_{12},C_{44}=166,\,64,\,80$ GPa. These are inputs chosen to resemble silicon, and the digits below follow from them as if they were exact. They give $E=169.7$ GPa and $\nu=0.2617$, taken from the compliance, that is with all stresses on planes parallel to the faces set to zero. This matters for (111), where in-plane strain couples to transverse shear: forcing that shear strain to vanish would give $\nu=0.241$ instead. The film force is

$$f=(1000\ \text{MPa})(100\ \text{nm})=100\ \text{N/m}=6.24\ \text{eV/Å}^2 .$$

Stoney's curvature follows from (1):

$$\kappa_{\rm St}=\frac{6(100\ \text{N/m})(1-0.2617)}{(169.7\times10^9\ \text{Pa})(525\times10^{-6}\ \text{m})^2}=9.47\ \text{km}^{-1}.$$

With $c^2/a^2=0.25$ the factor and the central curvature are

$$F=\tfrac12\left[1.2617+0.7383\times0.25\right]=0.723,\qquad \kappa_0=6.85\ \text{km}^{-1},$$

a radius of curvature of 146 m. Just outside the film the radial curvature is $-5.10$ km⁻¹.

The bow from (10) is

$$\frac{(9.47\times10^{-3}\ \text{m}^{-1})(0.025\ \text{m})^2}{2}\left[1+1.2617\ln2\right]=5.55\ \text{µm}.$$

If the wafer is taken for a sphere, this bow gives the curvature $2[w(a)-w(0)]/a^2$, and Stoney's formula then returns 469 MPa. This is the bow of the substrate surface; a height read on top of the film also contains the 100 nm step at the film edge, which lowers it to 5.45 µm and the apparent stress to 460 MPa. The same film thus appears to have a stress of 723 MPa or 469 MPa, according to whether the curvature at the centre or the height from centre to rim is read. A curvature fitted over the whole diameter depends on the way of fitting and need not agree with either. The values 723 MPa and 469 MPa both follow from the true 1000 MPa. To recover it, fit the curvature inside $r<c$, where it is uniform, and divide the apparent stress by $F$. A fit that runs past the film edge mixes radial curvatures of opposite sign.

**Corrections for these numbers.**

- *Film thickness and stiffness.* Giving the film its real thickness and a modulus of 250 GPa, at fixed $f$, changes the central curvature by $-0.06$ % relative to the thin-film limit.
- *Finite slopes.* A slope adds $\phi^2/2$ to the radial strain, and the in-plane forces, including the film tension, do work on this term. Including it changes the central curvature by a further $-0.36$ %, relative to the linear result for the same film.
- *Gravity.* A wafer resting on its rim, film side up, sags to a central curvature of 2.21 km⁻¹, which is 32 % of the film's contribution. In the linear model the two add, so subtracting a scan taken before deposition on the same support removes the sag. With finite slopes and the real film, a remainder of about 0.15 % of the film's curvature is left.
- *Film edge.* Plate theory does not resolve the stress close to $r=c$, in a zone whose width is of the order of $h$. Here $h/c=2.1$ %. This ratio compares two lengths and is not an estimate of the error in $\kappa_0$.

**The real case.** The numbers are meant for silicon nitride deposited at low pressure, for which a tension of about 1 GPa is a rough typical value, on a silicon wafer 100 mm in diameter. Such deposition coats both faces, so the back must be stripped before the formula applies. The film radius is a free choice. The cut matters too. On a (001) wafer the Poisson ratio depends on direction: the constants used here give about 0.06 along [110] and 0.28 along [100]. For such a plate with the same elastic constants and $c/a=0.5$, the two-dimensional solution gives a factor of 0.692 at the centre, relative to Stoney's value for a fully covered (001) wafer. Under the film the curvature is then no longer exactly uniform, so this factor belongs to a fit near the centre. The (111) factor of 0.723 is about 4 % higher. Formula (2) with the [100] ratio gives 0.729 and with the [110] ratio 0.648, so neither direction alone serves. At this coverage, anisotropy matters more than film stiffness or finite slopes.

## Numbers as computed

```
wafer radius a = 50.0 mm
film radius c = 25.0 mm
wafer thickness = 525 um
film thickness = 100 nm
film stress (input) = 1000 MPa
film Young modulus = 250 GPa, Poisson ratio = 0.25
silicon C11, C12, C44 = 166, 64, 80 GPa
silicon density = 2330 kg/m3
(111) Young modulus E = 169.7 GPa
(111) Poisson ratio nu = 0.2617 (no unit)
film force f = 100.0 N/m = 6.242 eV/angstrom^2
plate stiffness D = 2.1967 N m
ring moment f h/2 = 0.02625 N
Stoney curvature = 9.4714 1/km
factor at c/a = 0.00: 0.6308 (no unit)
factor at c/a = 0.25: 0.6539 (no unit)
factor at c/a = 0.50: 0.7231 (no unit)
factor at c/a = 0.75: 0.8385 (no unit)
factor at c/a = 1.00: 1.0000 (no unit)
central curvature = 6.8489 1/km; radius = 146.0 m
radial curvature just outside film = -5.1006 1/km
rim slope = 118.39 microradian
centre-to-rim bow = 5.548 um
stress from centre by plain Stoney = 723.1 MPa
stress from bow by plain Stoney = 468.6 MPa
largest relative error, formulas vs elements = 4.5e-06
isotropic Ritz factor = 0.72312 (no unit)
film stiffness and thickness effect = -0.061 %
geometric nonlinearity effect = -0.355 %
gravity curvature, rim support = 2.206 1/km
gravity / film curvature at centre = 32.2 %
wafer thickness / film radius = 2.10 %
(001) Poisson ratio along [100] = 0.2783 (no unit)
(001) Poisson ratio along [110] = 0.0606 (no unit)
(001) computed factor = 0.6924 (no unit)
formula with nu[100] = 0.7293 (no unit)
formula with nu[110] = 0.6477 (no unit)
```
